# Confinement Mass and In-Plane Mass of a Tilted Valley in a Film, part 1

(Sections cited here and not found follow in the second part.)

## 1. Reduction to a one-dimensional problem

A conduction electron in a semiconductor film a few nanometres thick is confined along the film normal and free in the plane. If its valley is an ellipsoid whose long axis is neither along the normal nor in the plane, a force along the normal also accelerates the electron sideways. Motion across the film and motion along it are then coupled, and two questions arise. Can the confinement levels still be found from a one-dimensional equation? If so, which mass enters it: the normal component of the mass tensor, or the inverse of the normal component of the inverse-mass tensor?

For a uniform inverse-mass tensor and a potential that varies only along the normal, the one-dimensional equation exists and the second mass is the right one. A phase that varies linearly across the film removes the coupling terms. Their effect does not vanish with them: it reappears as a change of the in-plane mass.

### Model and conventions

Let \(z\) be the film normal and \(x,y\) two perpendicular directions in the plane. The envelope function \(\psi\) of one valley obeys \(H\psi=E\psi\) with

\[
H=\frac{\hbar^2}{2}\sum_{a,b} w_{ab}k_ak_b+V(z),\qquad k_a=-i\frac{\partial}{\partial a}.
\]

Wave vectors and energies are measured from the valley minimum. The inverse-mass tensor \(w\) is real, symmetric and positive definite, and \(M=w^{-1}\) is the mass tensor. For now \(w\) does not depend on position. There is no magnetic field, and other valleys and bands are left out. The envelope vanishes at hard walls or decays to zero outside the film.

For an ellipsoid of revolution with unit axis vector \(\mathbf e\), longitudinal mass \(m_l\) and transverse mass \(m_t\), split \(\mathbf k\) into a part \(\mathbf e\cdot\mathbf k\) along the axis and a part across it. The squared length of the second part is \(k^2-(\mathbf e\cdot\mathbf k)^2\), so

\[
\sum_{a,b}w_{ab}k_ak_b=\frac{(\mathbf e\cdot\mathbf k)^2}{m_l}+\frac{k^2-(\mathbf e\cdot\mathbf k)^2}{m_t}.
\]

Reading off the coefficients gives

\[
w_{ab}=\frac{\delta_{ab}}{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)e_ae_b .
\]

The mass tensor has the same axes and the inverse principal values, so \(M_{ab}=m_t\delta_{ab}+(m_l-m_t)e_ae_b\). The elements \(w_{xz}\) and \(w_{yz}\) couple the two kinds of motion. They vanish when \(\mathbf e\) is along the normal or in the plane. The derivation below does not need an ellipsoid of revolution; three different principal masses are allowed.

### Separating the in-plane motion

Nothing in \(H\) depends on \(x\) or \(y\), so the in-plane wave vector \(\mathbf k_\parallel=(k_x,k_y)\) is conserved. Write

\[
\psi=e^{i(k_xx+k_yy)}\varphi(z).
\]

From here on \(k_x\) and \(k_y\) are numbers, while \(k_z\) acts on \(\varphi\) as \(-i\,d/dz\). Let \(W\) be the in-plane \(2\times2\) block of \(w\), let \(\mathbf u=(w_{xz},w_{yz})\), and define

\[
b=\mathbf u\cdot\mathbf k_\parallel=w_{xz}k_x+w_{yz}k_y .
\]

Each mixed product occurs twice in the double sum, once as \(w_{xz}k_xk_z\) and once as \(w_{zx}k_zk_x\). The kinetic form is therefore

\[
\sum_{a,b} w_{ab}k_ak_b=w_{zz}k_z^2+2bk_z+\mathbf k_\parallel^{T}W\mathbf k_\parallel .
\]

With \(k_z^2=-d^2/dz^2\), multiplication by \(\hbar^2/2\) gives

\[
-\frac{\hbar^2w_{zz}}2\varphi''-i\hbar^2b\varphi'+\left[V+\frac{\hbar^2}{2}\mathbf k_\parallel^{T}W\mathbf k_\parallel\right]\varphi=E\varphi .
\]

The term with \(\varphi'\) is the obstacle. It depends on \(\mathbf k_\parallel\), and it seems to require a new solution for each in-plane wave vector.

### Removing the first derivative

Try \(\varphi(z)=e^{-igz}\zeta(z)\) with a real constant \(g\) still to be chosen. The product rule gives

\[
\varphi'=e^{-igz}(\zeta'-ig\zeta),\qquad
\varphi''=e^{-igz}(\zeta''-2ig\zeta'-g^2\zeta).
\]

The two derivative terms of the equation become, after division by \(e^{-igz}\),

\[
-\frac{\hbar^2w_{zz}}2\zeta''+i\hbar^2w_{zz}g\zeta'+\frac{\hbar^2w_{zz}g^2}{2}\zeta
\]

and

\[
-i\hbar^2b\zeta'-\hbar^2bg\zeta .
\]

The coefficient of \(\zeta'\) is \(i\hbar^2(w_{zz}g-b)\). It vanishes for

\[
g=\frac b{w_{zz}}=\frac{w_{xz}k_x+w_{yz}k_y}{w_{zz}} .
\]

Division is allowed because \(w_{zz}>0\) for a positive definite tensor. With \(b=w_{zz}g\), the constants left over are

\[
\frac{\hbar^2w_{zz}g^2}{2}-\hbar^2w_{zz}g^2=-\frac{\hbar^2w_{zz}g^2}{2}=-\frac{\hbar^2b^2}{2w_{zz}} .
\]

This is a number that does not depend on \(z\), so it joins the in-plane energy. Since \(b^2=\sum_{ij}w_{iz}w_{jz}k_ik_j\), with \(i,j\) running over \(x,y\), define

\[
S_{ij}=w_{ij}-\frac{w_{iz}w_{jz}}{w_{zz}} .
\]

The problem then splits into

\[
-\frac{\hbar^2w_{zz}}2\zeta_n''+V\zeta_n=\varepsilon_n\zeta_n,\qquad
E_n(\mathbf k_\parallel)=\varepsilon_n+\frac{\hbar^2}2\mathbf k_\parallel^{T}S\,\mathbf k_\parallel .
\]

The first equation contains neither \(\mathbf k_\parallel\) nor any mixed element of \(w\). Its mass is \(1/w_{zz}\).

The substitution loses no levels and adds none. The factor \(e^{-igz}\) has modulus one, so \(|\varphi|=|\zeta|\): the norm is kept, a zero at a wall stays a zero, and a decaying tail stays a decaying tail. The factor can be inverted, so each solution for \(\varphi\) corresponds to one for \(\zeta\). The equation for \(\zeta\) has real coefficients, so \(\zeta_n\) may be taken real.

The boundary condition matters here. If \(\varphi\) had to be periodic, \(\varphi(L)=\varphi(0)\), then \(\zeta\) would have to satisfy \(\zeta(L)=e^{igL}\zeta(0)\). The in-plane wave vector would re-enter through the boundary, and the separation would fail. A code that uses a periodic cell along \(z\) needs a barrier thick enough for the envelope to vanish at the cell edge.

### What the phase means

For a normalised real \(\zeta\) that vanishes at both ends,

\[
\langle k_z\rangle=\int\zeta(-i)(\zeta'-ig\zeta)\,dz
=-\frac i2\Big[\zeta^2\Big]_{\text{ends}}-g=-g .
\]

The electron has a mean normal wave vector although it goes nowhere along the normal. The velocity operator follows from \(v_z=(i/\hbar)[H,z]\). With \([k_z,z]=-i\) and \([k_z^2,z]=-2ik_z\),

\[
v_z=\hbar(w_{zz}k_z+b),\qquad \langle v_z\rangle=\hbar(-w_{zz}g+b)=0 .
\]

In a tilted valley an in-plane wave vector alone would produce a normal velocity \(\hbar b\). The phase supplies the normal wave vector that cancels it.

The same result follows from the bulk energy at fixed \(\mathbf k_\parallel\). Completing the square in a number \(q\) that stands for \(k_z\),

\[
w_{zz}q^2+2bq+\mathbf k_\parallel^TW\mathbf k_\parallel
=w_{zz}(q+g)^2+\mathbf k_\parallel^TS\mathbf k_\parallel .
\]

The minimum lies at \(q=-g\), and its value is the form with \(S\). Because the bulk form is positive for every nonzero wave vector, \(S\) is positive definite too.

The in-plane velocity shows what the phase does not remove. The operator is \(v_i=\hbar(\sum_jw_{ij}k_j+w_{iz}k_z)\). Acting on \(e^{-igz}\zeta\), \(k_z\) gives \(e^{-igz}(-i\zeta'-g\zeta)\), so on \(\zeta\) the operator becomes

\[
v_i\to\hbar\,(S\mathbf k_\parallel)_i-i\hbar w_{iz}\frac{d}{dz}.
\]

Its mean value is \(\hbar(S\mathbf k_\parallel)_i\), the gradient of \(E_n\) divided by \(\hbar\). Between two different subbands at the same \(\mathbf k_\parallel\), the second term leaves the element \(-i\hbar w_{iz}\int\zeta_m\zeta_n'\,dz\). An electric field in the plane can therefore couple subbands of a tilted valley, and code for optical or transport matrix elements must keep \(w_{iz}\) itself, which enters the energies only through \(S\).

### The two masses in terms of the mass tensor

Write \(M_\parallel\) for the in-plane block of \(M\) and \(\mathbf m=(M_{xz},M_{yz})\). Two blocks of \(wM=1\) read

\[
WM_\parallel+\mathbf u\mathbf m^T=1,\qquad \mathbf u^TM_\parallel+w_{zz}\mathbf m^T=0 .
\]

The second gives \(\mathbf m^T=-\mathbf u^TM_\parallel/w_{zz}\). Inserted in the first, this gives

\[
\left(W-\frac{\mathbf u\mathbf u^T}{w_{zz}}\right)M_\parallel=SM_\parallel=1,\qquad S^{-1}=M_\parallel .
\]

The in-plane mass tensor is the in-plane block of the mass tensor. For the normal direction, use \(Mw=1\):

\[
M_\parallel\mathbf u+\mathbf m w_{zz}=0,\qquad \mathbf m^T\mathbf u+M_{zz}w_{zz}=1 .
\]

Eliminating \(\mathbf u=-w_{zz}M_\parallel^{-1}\mathbf m\) gives

\[
\frac1{w_{zz}}=M_{zz}-\mathbf m^TM_\parallel^{-1}\mathbf m\le M_{zz}.
\]

Equality holds when \(\mathbf m=0\), that is, when the valley is not tilted. The use of \(M_{zz}\) as confinement mass therefore makes the hard-wall levels of a tilted valley too low.

The difference between the two rules has a mechanical meaning. In the bulk, \(\hbar\mathbf k=M\mathbf v\) and \(\mathbf v=\hbar w\mathbf k\). Confinement at \(\mathbf k_\parallel=0\) holds the in-plane momentum at zero and leaves the in-plane velocity free, so \(v_z=\hbar w_{zz}k_z\). In-plane transport has zero mean normal velocity and leaves the normal momentum free, so \(\hbar\mathbf k_\parallel=M_\parallel\mathbf v_\parallel\).

### Position-dependent tensors

Let \(w\) now depend on \(z\), as at a film surface or in a graded alloy. The order of operators then matters. Take the Hermitian form in which the kinetic energy is

\[
\frac{\hbar^2}{2}\int\left[w_{zz}|\varphi'|^2+b\,(i\varphi'^*\varphi-i\varphi^*\varphi')+\mathbf k_\parallel^TW\mathbf k_\parallel|\varphi|^2\right]dz .
\]

With \(g(z)=b(z)/w_{zz}(z)\), expanding \(w_{zz}|\varphi'+ig\varphi|^2\) reproduces the first two terms plus \(w_{zz}g^2|\varphi|^2\). The integrand is therefore

\[
w_{zz}|\varphi'+ig\varphi|^2+\mathbf k_\parallel^TS(z)\mathbf k_\parallel|\varphi|^2 .
\]

Setting \(\varphi=e^{-i\theta(z)}\zeta\) with \(\theta'=g(z)\) turns the first term into \(w_{zz}|\zeta'|^2\). Making the energy stationary at fixed norm gives

\[
-\frac{\hbar^2}{2}(w_{zz}\zeta')'+\left[V+\frac{\hbar^2}{2}\mathbf k_\parallel^TS(z)\mathbf k_\parallel\right]\zeta=E\zeta .
\]

A phase still removes the mixed terms, but the last bracket now holds a potential that changes with \(\mathbf k_\parallel\). Unless \(S\) is uniform, the levels and the in-plane energy no longer separate. At \(\mathbf k_\parallel=0\) this potential vanishes, and \(w_{zz}(z)\) is the only element of the tensor that affects the levels in a given \(V(z)\). Integration across a step in \(w\) shows that \(\zeta\) and \(w_{zz}\zeta'\) are continuous there.

## 2. A silicon (110) film and the limits of the model

The symbols carried over are these. The film normal is \(z\), and \(w\) is the inverse-mass tensor with inverse \(M\). The in-plane wave vector \(\mathbf k_\parallel\) is measured from the valley minimum. For uniform \(w\) the energies are \(E_n=\varepsilon_n+\tfrac{\hbar^2}{2}\mathbf k_\parallel^TS\mathbf k_\parallel\), where \(\varepsilon_n\) are the levels of a particle of mass \(1/w_{zz}\) in \(V(z)\). The in-plane tensor is \(S_{ij}=w_{ij}-w_{iz}w_{jz}/w_{zz}\), and its inverse is the in-plane block of \(M\). The envelope carries the phase \(e^{-igz}\) with \(g=(w_{xz}k_x+w_{yz}k_y)/w_{zz}\).

Below, masses are in units of the free-electron mass \(m_0\), elements of \(w\) are in \(1/m_0\), and \(\hbar^2/m_0=0.07620\) eV nm².

### Tensors of the two valley families

Silicon has six conduction valleys along the cubic axes. Take a film of thickness \(L=5.0\) nm with \(x=[001]\), \(y=[1\bar10]\) and \(z=[110]\), and the rough masses \(m_l=0.92\) and \(m_t=0.19\). The valleys along \(\pm[001]\) lie in the plane and are not tilted. The four along \(\pm[100]\) and \(\pm[010]\) are tilted by 45°.

For the \([100]\) valley, \(e_x=0\) and \(e_y=e_z=1/\sqrt2\). The formula for \(w_{ab}\) gives

\[
w_{xx}=\frac1{0.19}=5.263,\qquad
w_{yy}=w_{zz}=\frac12\left(\frac1{0.92}+\frac1{0.19}\right)=3.175,
\]

\[
w_{yz}=\frac12\left(\frac1{0.92}-\frac1{0.19}\right)=-2.088,\qquad w_{xy}=w_{xz}=0 .
\]

For the \([010]\) valley \(e_y\) changes sign, and with it \(w_{yz}\) and \(g\). The tensor \(S\) contains \(w_{yz}^2\) and is the same, so all four tilted valleys have the same levels and in-plane masses.

The confinement mass is \(1/3.175=0.315\), whereas \(M_{zz}=(0.92+0.19)/2=0.555\). In the plane,

\[
S_{yy}=3.175-\frac{(2.088)^2}{3.175}=1.802,\qquad \frac1{S_{yy}}=0.555 ,
\]

and the mass along \(x\) is 0.190. The in-plane mass along \(y\) equals \(M_{yy}\), as the general result requires. At this tilt it also equals \(M_{zz}\), because \(e_y^2=e_z^2\).

For a uniform inverse-mass tensor, the confinement levels follow from a one-dimensional equation with mass \(1/w_{zz}\), the in-plane energy follows from \(S\), and both tensors are now known for the valleys of a silicon (110) film. What remains is to calculate the film's levels, in-plane energies and room-temperature occupation, and to estimate the effects that the model leaves out.
